# Can a Smooth Cartesian Network Learn the Nuclear Cusp?: test program

```python
"""
RESULT UNDER TEST
For one electron and a fixed charge Z, a smooth Cartesian wave function psi
with psi(0) != 0 has r*E_L -> -Z at the nucleus. If its local kinetic energy
T_L = -(laplacian psi)/(2 psi) is at most L, its local-energy variance obeys
    variance >= (4 pi/3) Z^2 R rho_min,   R = Z/(L - mean energy),
where rho_min is the least normalized density in the ball r < R.
For psi = exp(-Z sqrt(r^2+a^2)) and small a:
    variance     -> 4 (1 - 15 pi/64) Z^5 a
    energy error -> 2 (pi/2 - 4/3) Z^5 a^3.
Symbols: r distance, a rounding radius, E_L local energy, zeta exponent.
Hartree atomic units are used throughout.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, least_squares
from scipy.special import expit

mp.mp.dps = 25
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def variance_bound(charge, radius, density_min):
    return 4 * np.pi / 3 * charge**2 * radius * density_min


# Local energies are obtained by differentiating the wave functions.
r, a, Z, zeta = sp.symbols("r a Z zeta", positive=True)


def symbolic_local_energy(psi):
    laplacian = sp.diff(psi, r, 2) + 2 * sp.diff(psi, r) / r
    return sp.simplify(-laplacian / (2 * psi)) - Z / r


rounded_energy = sp.lambdify(
    (r, a, Z), symbolic_local_energy(sp.exp(-Z * sp.sqrt(r**2 + a**2))),
    "mpmath")


def radial_integral(function, scale, low=0, high=40):
    first_power = -6 if low else 0
    marks = [scale * mp.mpf(10)**k for k in range(first_power, 8)]
    marks += [mp.mpf(1), mp.mpf(4), mp.mpf(12)]
    inside = sorted({x for x in marks if low < x < high})
    return mp.quad(function, [mp.mpf(low)] + inside + [mp.mpf(high)])


def rounded_state(scale, charge):
    scale, charge = mp.mpf(scale), mp.mpf(charge)

    def weight(x):
        return x**2 * mp.exp(-2 * charge * mp.sqrt(x**2 + scale**2))

    def energy(x):
        return rounded_energy(x, scale, charge)

    norm = radial_integral(weight, scale)
    mean = radial_integral(lambda x: weight(x) * energy(x), scale) / norm
    variance = radial_integral(
        lambda x: weight(x) * (energy(x) - mean)**2, scale) / norm
    return weight, energy, norm, mean, variance


variance_constant = 4 * (1 - 15 * mp.pi / 64)
energy_constant = 2 * (mp.pi / 2 - mp.mpf(4) / 3)
print("Model charge Z = 1; exact ground energy = -0.5 Hartree")
print(f"variance coefficient = {float(variance_constant):.6f}")
print(f"energy-error coefficient = {float(energy_constant):.6f}")
print("Rounded exponential: a [bohr], energy error [Hartree],")
print("  variance [Hartree^2], lower bound [Hartree^2]")
for text_scale in ("0.1", "0.01", "0.001", "0.0001"):
    weight, energy, norm, mean, variance = rounded_state(text_scale, 1)
    scale = mp.mpf(text_scale)
    error = mean + mp.mpf("0.5")
    near = scale / 10**6
    assert abs(near * energy(near) + 1) < 1e-5
    kinetic_cap = mp.mpf(3) / (2 * scale)
    radius = 1 / (kinetic_cap - mean)
    density = weight(radius) / radius**2 / (4 * mp.pi * norm)
    bound = variance_bound(1, float(radius), float(density))
    assert error > 0 and variance > bound
    print(f"  {text_scale}: {float(error):.5e}, {float(variance):.5e}, "
          f"{bound:.5e}")
    if text_scale == "0.1":
        cutoff = mp.mpf("1e-6")
        fourth = radial_integral(lambda x: weight(x) * energy(x)**4,
                                 scale, low=cutoff) / norm
        density_zero = mp.exp(-2 * scale) / (4 * mp.pi * norm)
        fourth_ratio = fourth * cutoff / (4 * mp.pi * density_zero)
        assert abs(fourth_ratio - 1) < 0.005
    if text_scale == "0.01":
        inner = radial_integral(lambda x: weight(x) * (energy(x) - mean)**2,
                                scale, high=scale) / norm
        probability = radial_integral(weight, scale, high=scale) / norm
        inner_share = inner / variance
assert abs(variance / (variance_constant * scale) - 1) < 0.002
assert abs(error / (energy_constant * scale**3) - 1) < 0.01
print(f"a=0.01 bohr: variance share in r<a = {float(inner_share):.4f}")
print(f"a=0.01 bohr: probability of r<a = {float(probability):.4e}")
print(f"fourth moment / predicted divergence = {float(fourth_ratio):.6f}")
print("  (a = 0.1 bohr, cutoff = 1e-6 bohr)")

# A different charge tests the powers of Z.
_, _, _, mean3, variance3 = rounded_state("0.0001", 3)
charge_variance_ratio = variance3 / (variance_constant * 3**5 * scale)
charge_energy_ratio = (mean3 + mp.mpf("4.5")) / (
    energy_constant * 3**5 * scale**3)
assert abs(charge_variance_ratio - 1) < 0.01
assert abs(charge_energy_ratio - 1) < 0.02
print(f"Z=3, a=0.0001 bohr: variance/formula = "
      f"{float(charge_variance_ratio):.5f}")
print(f"Z=3, a=0.0001 bohr: energy error/formula = "
      f"{float(charge_energy_ratio):.5f}")


# The capped-potential state tests whether the general bound is sharp.
def outer_solution(energy, radius):
    decay = np.sqrt(-2 * energy)

    def derivative(x, y):
        return [y[1], (-2 / x - 2 * energy) * y[0], -y[0]**2]

    return solve_ivp(derivative, (25, radius), [1, -decay, 0],
                     method="DOP853", rtol=1e-10, atol=1e-12).y[:, -1]


def capped_state(radius):
    def mismatch(energy):
        value, slope, _ = outer_solution(energy, radius)
        wave_number = np.sqrt(2 * (energy + 1 / radius))
        return slope / value - wave_number / np.tan(wave_number * radius)

    energy = brentq(mismatch, -0.5, -0.5 + 2 * radius**2, xtol=1e-13)
    value, _, outside = outer_solution(energy, radius)
    wave_number = np.sqrt(2 * (energy + 1 / radius))
    amplitude = value / np.sin(wave_number * radius)

    def inner_density(x):
        return (amplitude * np.sin(wave_number * x))**2

    norm = outside + quad(inner_density, 0, radius, epsrel=1e-10)[0]
    shift = quad(lambda x: inner_density(x) * (1 / radius - 1 / x),
                 0, radius, epsrel=1e-10)[0] / norm
    square = quad(lambda x: inner_density(x) * (1 / radius - 1 / x)**2,
                  0, radius, epsrel=1e-10)[0] / norm
    bound_radius = 1 / (1 / radius - shift)
    density = (amplitude * np.sin(wave_number * bound_radius)
               / bound_radius)**2 / (4 * np.pi * norm)
    return square - shift**2, variance_bound(1, bound_radius, density)


print("Capped Coulomb: R [bohr], variance [Hartree^2], variance/bound")
sharp_ratios = []
for radius in (0.1, 0.01):
    variance, bound = capped_state(radius)
    sharp_ratios.append(variance / bound)
    assert variance >= bound
    print(f"  {radius:g}: {variance:.6e}, {variance / bound:.5f}")
assert sharp_ratios[1] < sharp_ratios[0] and sharp_ratios[1] < 1.05

# Having r available does not by itself fix its slope at the nucleus.
slope_energy = sp.lambdify(
    (r, zeta, Z), symbolic_local_energy(sp.exp(-zeta * r)), "numpy")
exponent = 0.95


def slope_average(function):
    return quad(lambda x: 4 * exponent**3 * x**2 * np.exp(-2 * exponent * x)
                * function(x), 0, 40, epsabs=1e-12)[0]


slope_mean = slope_average(lambda x: slope_energy(x, exponent, 1))
slope_variance = slope_average(
    lambda x: (slope_energy(x, exponent, 1) - slope_mean)**2)
assert abs(slope_variance - exponent**2 * (exponent - 1)**2) < 1e-8
print(f"exp(-0.95 r): variance = {slope_variance:.6e} Hartree^2")


# Each network row holds three Cartesian weights, a bias, the square root
# of the output coefficient, and optionally the root of the distance weight.
def unpack(parameters, use_distance):
    rows = parameters.reshape(-1, 6 if use_distance else 5)
    distance = rows[:, 5]**2 if use_distance else np.zeros(len(rows))
    return rows[:, :3], rows[:, 3], rows[:, 4]**2, distance


def log_psi(parameters, points, use_distance):
    w, b, c, v = unpack(parameters, use_distance)
    distance = np.linalg.norm(points, axis=1)
    hidden = points @ w.T + distance[:, None] * v + b
    return -np.logaddexp(0, hidden) @ c


def kinetic_terms(parameters, points, use_distance):
    w, b, c, v = unpack(parameters, use_distance)
    distance = np.linalg.norm(points, axis=1)
    projection = points @ w.T
    gate = expit(projection + distance[:, None] * v + b)
    active = gate * c
    gradient = active @ w
    hidden_square = np.sum(w**2, axis=1)
    if use_distance:
        gradient += (active @ v)[:, None] * points / distance[:, None]
        hidden_square = (hidden_square + v**2
                         + 2 * v * projection / distance[:, None])
    laplacian = np.sum(active * (1 - gate) * hidden_square, axis=1)
    laplacian += 2 * (active @ v) / distance
    gradient_square = np.sum(gradient**2, axis=1)
    return 0.5 * (laplacian - gradient_square), gradient_square


sample_count = 2000
index = np.arange(sample_count)
sample_r = -0.5 * np.log1p(-(index + 0.5) / sample_count)
cosine = 2 * ((index * 0.7548776662466927 + 0.5) % 1) - 1
angle = 2 * np.pi * ((index * 0.5698402909980532 + 0.5) % 1)
sine = np.sqrt(1 - cosine**2)
training_points = sample_r[:, None] * np.column_stack(
    (sine * np.cos(angle), sine * np.sin(angle), cosine))
training_weight = np.sqrt(2 * sample_r**2 / sample_count)

axes = np.vstack((np.eye(3), -np.eye(3)))
edges = np.array([[x, y, z] for x in (-1, 0, 1) for y in (-1, 0, 1)
                  for z in (-1, 0, 1) if abs(x) + abs(y) + abs(z) == 2])
directions = np.vstack((axes, edges / np.sqrt(2)))


def train_network(width, use_distance):
    random = np.random.default_rng(17)
    start = np.zeros((width, 6 if use_distance else 5))
    start[:, :3] = directions[:width] * (0.3 if use_distance else 3)
    start[:, 3] = 1 if use_distance else 0
    start[:, 4] = np.sqrt(2 / width if use_distance else 4 / (3 * width))
    if use_distance:
        start[:, 5] = np.sqrt(0.5)
    start += random.normal(scale=0.03, size=start.shape)

    def residual(parameters):
        kinetic, _ = kinetic_terms(parameters, training_points, use_distance)
        return training_weight * (kinetic - 1 / sample_r + 0.5)

    return least_squares(residual, start.ravel(), max_nfev=40).x


# Evaluation uses a separate product grid and the density of each network.
radial_node, radial_weight = np.polynomial.legendre.leggauss(60)
unit_node = (radial_node + 1) / 2
grid_r = 15 * unit_node**2
grid_radial_weight = radial_weight / 2 * 30 * unit_node * grid_r**2
polar_node, polar_weight = np.polynomial.legendre.leggauss(32)
azimuth = 2 * np.pi * (np.arange(64) + 0.5) / 64
polar, phi = np.meshgrid(polar_node, azimuth, indexing="ij")
sphere = np.column_stack((
    (np.sqrt(1 - polar**2) * np.cos(phi)).ravel(),
    (np.sqrt(1 - polar**2) * np.sin(phi)).ravel(), polar.ravel()))
sphere_weight = np.repeat(polar_weight, 64) * 2 * np.pi / 64
grid_points = (grid_r[:, None, None] * sphere).reshape(-1, 3)
grid_weight = (grid_radial_weight[:, None] * sphere_weight).ravel()
all_r = np.repeat(grid_r, len(sphere))


def evaluate_network(parameters, use_distance):
    density = np.exp(2 * log_psi(parameters, grid_points, use_distance))
    norm = grid_weight @ density
    probability = grid_weight * density / norm
    kinetic, gradient_square = kinetic_terms(
        parameters, grid_points, use_distance)
    local = kinetic - 1 / all_r
    mean = probability @ local
    gradient_mean = probability @ (gradient_square / 2 - 1 / all_r)
    # The two forms agree by integration by parts, up to grid error.
    assert abs(mean - gradient_mean) < 0.005
    assert gradient_mean > -0.5 - 1e-5
    variance = probability @ (local - mean)**2
    near = np.array([[1e-6, 0, 0]])
    near_kinetic, _ = kinetic_terms(parameters, near, use_distance)
    cusp_residual = 1e-6 * near_kinetic[0] - 1
    return norm, mean, variance, cusp_residual


cartesian_variances = []
for width in (6, 18):
    parameters = train_network(width, False)
    norm, mean, variance, cusp = evaluate_network(parameters, False)
    w, _, c, _ = unpack(parameters, False)
    kinetic_cap = np.sum(c * np.sum(w**2, axis=1)) / 8
    radius = 1 / (kinetic_cap - mean)
    surface_log = log_psi(parameters, radius * sphere, False)
    bound = variance_bound(1, radius, np.exp(2 * surface_log.min()) / norm)
    assert abs(cusp + 1) < 1e-3
    assert variance > bound > 0
    cartesian_variances.append(variance)
    print(f"Cartesian network: {width} units, {parameters.size} parameters")
    print(f"  mean energy = {mean:.5f} Hartree")
    print(f"  variance = {variance:.5f} Hartree^2")
    print(f"  standard deviation = {np.sqrt(variance):.4f} Hartree = "
          f"{np.sqrt(variance) * HARTREE_EV:.3f} eV")
    print(f"  kinetic cap from weights = {kinetic_cap:.4f} Hartree")
    print(f"  bound radius = {radius:.5f} bohr")
    print(f"  variance lower bound = {bound:.5f} Hartree^2")
    print(f"  r E_L at r=1e-6 bohr = {cusp:.6f} Hartree bohr")

parameters = train_network(6, True)
_, mean, variance, cusp = evaluate_network(parameters, True)
assert variance < min(cartesian_variances) / 10
assert abs(cusp) < 0.05
print(f"Distance network: 6 units, {parameters.size} parameters")
print(f"  mean energy = {mean:.7f} Hartree")
print(f"  variance = {variance:.4e} Hartree^2")
print(f"  standard deviation = {np.sqrt(variance):.4e} Hartree = "
      f"{np.sqrt(variance) * HARTREE_EV:.4e} eV")
print(f"  r E_L at r=1e-6 bohr = {cusp:.4e} Hartree bohr")
print("verified")
```

Output:

```
Model charge Z = 1; exact ground energy = -0.5 Hartree
variance coefficient = 1.054757
energy-error coefficient = 0.474926
Rounded exponential: a [bohr], energy error [Hartree],
  variance [Hartree^2], lower bound [Hartree^2]
  0.1: 2.69727e-04, 8.23900e-02, 6.84704e-02
  0.01: 4.32083e-07, 1.02758e-02, 8.65002e-03
  0.001: 4.68345e-10, 1.05199e-03, 8.86460e-04
  0.0001: 4.74038e-13, 1.05448e-04, 8.88646e-05
a=0.01 bohr: variance share in r<a = 0.9890
a=0.01 bohr: probability of r<a = 1.3003e-06
fourth moment / predicted divergence = 0.999385
  (a = 0.1 bohr, cutoff = 1e-6 bohr)
Z=3, a=0.0001 bohr: variance/formula = 0.99921
Z=3, a=0.0001 bohr: energy error/formula = 0.99508
Capped Coulomb: R [bohr], variance [Hartree^2], variance/bound
  0.1: 1.049105e-01, 1.05936
  0.01: 1.305153e-02, 1.00599
exp(-0.95 r): variance = 2.256250e-03 Hartree^2
Cartesian network: 6 units, 30 parameters
  mean energy = -0.47003 Hartree
  variance = 0.32882 Hartree^2
  standard deviation = 0.5734 Hartree = 15.604 eV
  kinetic cap from weights = 4.0595 Hartree
  bound radius = 0.22077 bohr
  variance lower bound = 0.13762 Hartree^2
  r E_L at r=1e-6 bohr = -0.999996 Hartree bohr
Cartesian network: 18 units, 90 parameters
  mean energy = -0.48339 Hartree
  variance = 0.29977 Hartree^2
  standard deviation = 0.5475 Hartree = 14.899 eV
  kinetic cap from weights = 4.1074 Hartree
  bound radius = 0.21783 bohr
  variance lower bound = 0.18784 Hartree^2
  r E_L at r=1e-6 bohr = -0.999996 Hartree bohr
Distance network: 6 units, 36 parameters
  mean energy = -0.4999652 Hartree
  variance = 2.0382e-05 Hartree^2
  standard deviation = 4.5146e-03 Hartree = 1.2285e-01 eV
  r E_L at r=1e-6 bohr = -3.1392e-03 Hartree bohr
verified
```
